# Adatom exchange on a square (001) surface: one sublattice, doubled diffusivity

## Two moves that can be counted by hand

An adatom rests in a fourfold hollow of a flat square (001) surface. The hollows form a square lattice of spacing $a$, the nearest-neighbour distance in the surface, and are labelled by integers: $\mathbf r=a(m,n)$. The adatom starts at $(0,0)$ and makes just two moves.

Suppose first that it hops. Each hop takes it to one of the four nearest hollows, with displacement $(\pm a,0)$ or $(0,\pm a)$, all four equally likely. Two hops give $4\times4=16$ equally likely sequences. In 4 of them the second hop undoes the first, and the squared distance from the start is $0$. In 4 the second repeats the first, and it is $(2a)^2=4a^2$. In the other 8 the path turns a corner, and it is $a^2+a^2=2a^2$. The mean is

$$\frac{4\cdot0+4\cdot4a^2+8\cdot2a^2}{16}=2a^2 .$$

Now suppose that it moves by exchange. The adatom pushes into the surface layer and takes the place of a surface atom, which comes up on the far side and becomes the new adatom. The surface atoms next to the hollow $(0,0)$ sit at $(\pm a/2,\pm a/2)$. If the adatom enters the site $(a/2,a/2)$, the atom from that site rises into the hollow $(a,a)$. Each atom has moved sideways by $(a/2,a/2)$, and the position of the adatom has moved by the sum, $(a,a)$. The four possible displacements are $(\pm a,\pm a)$, each of length $\sqrt2\,a$.

Two exchanges again give 16 sequences: 4 return to the start, 4 go straight on to a squared distance $(2a)^2+(2a)^2=8a^2$, and 8 turn a corner and end at a place such as $(2a,0)$, with squared distance $4a^2$. The mean is

$$\frac{4\cdot0+4\cdot8a^2+8\cdot4a^2}{16}=4a^2 ,$$

twice the value for hopping. The sites differ too. One hop changes $m+n$ by $\pm1$; one exchange changes it by $-2$, $0$ or $2$. Colour the hollows like a checkerboard, by whether $m+n$ is even or odd. A hop always changes the colour, and a diagonal exchange never does.

Every site of the starting colour can be reached by exchange, because

$$(m,n)=\frac{m+n}{2}\,(1,1)+\frac{m-n}{2}\,(1,-1),$$

and both coefficients are integers when $m+n$ is even. What remains is to show that the factor of two holds at any time, and to find what happens when both mechanisms act.

## What is being compared

The diffusivity $D$ is defined in two dimensions by $\langle r^2\rangle=4Dt$, where $\mathbf r$ is the displacement of the adatom from its start. The total event rate $\Gamma$ is the sum of the rates in the four directions, each being $\Gamma/4$. The comparison holds $\Gamma$ and $a$ fixed. It does not hold the temperature or the energy barrier fixed; two mechanisms on a real surface generally have different rates.

The adatom is isolated, and the surface has no steps or defects within reach. The adatom and the surface atoms are of the same element, so that the surface is unchanged after an exchange. In an exchange "the adatom" is a role that passes from one atom to another. $D$ describes the motion of that role, which is what carries material to a step. It does not describe the deposited atom, which enters the surface layer at its first exchange and stays there until a later exchange happens to lift it out. The very next exchange does so with probability 1/4, by going straight back.

## First derivation: adding the displacements

Let the adatom have made $K$ moves by time $t$, with displacements $\mathbf d_1,\dots,\mathbf d_K$. Then $\mathbf r=\sum_i\mathbf d_i$ and

$$r^2=\sum_{i=1}^{K}d_i^2+2\sum_{i<j}\mathbf d_i\cdot\mathbf d_j .$$

Every move has the same length $\ell$, so the first sum is $K\ell^2$. If the direction of each move is independent of the earlier ones, then $\langle\mathbf d_i\cdot\mathbf d_j\rangle=\langle\mathbf d_i\rangle\cdot\langle\mathbf d_j\rangle$ for $i\ne j$. This vanishes, since the four equally likely displacements add up to zero. If the directions are also independent of the times at which moves happen, averaging over $K$ gives

$$\langle r^2\rangle=\langle K\rangle\,\ell^2=\Gamma t\,\ell^2,\qquad D=\frac{\Gamma\ell^2}{4}.$$

For hopping $\ell^2=a^2$; for exchange $\ell^2=a^2+a^2=2a^2$. Hence

$$D_{\rm hop}=\frac{\Gamma a^2}{4},\qquad D_{\rm ex}=\frac{\Gamma a^2}{2},\qquad \frac{D_{\rm ex}}{D_{\rm hop}}=2 .$$

The sublattice and the factor of two have one geometrical origin. The sites of one colour form a square lattice turned by 45° and with spacing $\sqrt2\,a$. Exchange is nearest-neighbour hopping on that lattice. Half the sites are missing, each remaining site has twice the area, and at fixed event rate the diffusivity scales with that area.

The sum also shows what memory would do. Suppose that a move tends to continue the previous one, so that $\langle\mathbf d_i\cdot\mathbf d_{i+s}\rangle=\ell^2c^s$ with $|c|<1$. Among $K$ moves there are $K-s$ pairs a distance $s$ apart, and for large $K$

$$\frac{\langle r^2\rangle}{K\ell^2}\to1+2\sum_{s=1}^{\infty}c^s=1+\frac{2c}{1-c}=\frac{1+c}{1-c}.$$

The ratio of the two diffusivities stays at 2 if $c$ is the same for both mechanisms, and not otherwise. The confinement to one colour does not depend on $c$ at all, since it holds move by move.

## Second derivation: the equation for the probabilities

Let hops occur at total rate $\Gamma_h$ and diagonal exchanges at total rate $\Gamma_x$, both constant in time and independent of the past. The probability $P(\mathbf r,t)$ of finding the adatom at $\mathbf r$ grows by arrivals and falls by departures:

$$\frac{dP(\mathbf r,t)}{dt}=\sum_{\mathbf d}w_{\mathbf d}\,\big[P(\mathbf r-\mathbf d,t)-P(\mathbf r,t)\big],$$

where $w_{\mathbf d}=\Gamma_h/4$ for the four hops and $\Gamma_x/4$ for the four exchanges. Define the plane-wave average $\chi(\mathbf k,t)=\sum_{\mathbf r}e^{i\mathbf k\cdot\mathbf r}P(\mathbf r,t)$. Multiply the equation by $e^{i\mathbf k\cdot\mathbf r}$ and sum over sites. In the arrival term, put $\mathbf r=\mathbf r'+\mathbf d$; this brings out a factor $e^{i\mathbf k\cdot\mathbf d}$:

$$\frac{d\chi}{dt}=-\omega(\mathbf k)\,\chi,\qquad \omega(\mathbf k)=\sum_{\mathbf d}w_{\mathbf d}\big(1-e^{i\mathbf k\cdot\mathbf d}\big).$$

The four hop exponentials add up to $2\cos k_xa+2\cos k_ya$. The four exchange exponentials factorize into $(2\cos k_xa)(2\cos k_ya)$. Therefore

$$\omega=\Gamma_h\Big[1-\tfrac12(\cos k_xa+\cos k_ya)\Big]+\Gamma_x\big[1-\cos k_xa\,\cos k_ya\big].$$

The adatom starts at the origin, so $\chi(\mathbf k,0)=1$ and $\chi=e^{-\omega t}$.

**Long waves give the diffusivity.** For small $k$, $\cos k_xa\approx1-k_x^2a^2/2$, and likewise for $y$. The hop bracket becomes $k^2a^2/4$, with $k^2=k_x^2+k_y^2$. In the exchange bracket the product of cosines is $1-k^2a^2/2$ to second order, so the bracket is $k^2a^2/2$. To this order

$$\omega\approx\frac{(\Gamma_h+2\Gamma_x)a^2}{4}\,k^2 .$$

From its definition, $\chi=1+i\langle\mathbf k\cdot\mathbf r\rangle-\tfrac12\langle(\mathbf k\cdot\mathbf r)^2\rangle+\dots$, while $e^{-\omega t}=1-\omega t+\dots$. The term $\omega^2t^2/2$ is of fourth order in $k$ and does not enter. Equating second-order terms for every direction of $\mathbf k$,

$$\tfrac12\big(k_x^2\langle x^2\rangle+2k_xk_y\langle xy\rangle+k_y^2\langle y^2\rangle\big)=\frac{(\Gamma_h+2\Gamma_x)a^2t}{4}\,(k_x^2+k_y^2).$$

Thus $\langle xy\rangle=0$ and $\langle x^2\rangle=\langle y^2\rangle=(\Gamma_h+2\Gamma_x)a^2t/2$. The mean square displacement is the same along every direction in the surface, although each mechanism moves the adatom along four directions only. Adding the two mean squares and dividing by $4t$,

$$D=\frac{(\Gamma_h+2\Gamma_x)\,a^2}{4},$$

at every time $t>0$ in this model. Setting one rate to zero returns the two earlier diffusivities and their ratio of 2.

**A short wave gives the sublattice.** Take $\mathbf k=(\pi,\pi)/a$. Then $e^{i\mathbf k\cdot\mathbf r}=(-1)^{m+n}$, which is $+1$ on the starting colour and $-1$ on the other. Both cosines equal $-1$, so the hop bracket is 2 and the exchange bracket is $1-(-1)(-1)=0$. Hence

$$\big\langle(-1)^{m+n}\big\rangle=e^{-2\Gamma_ht}.$$

If $p$ is the probability of being on the other colour, the left side is $(1-p)-p=1-2p$, and

$$p(t)=\tfrac12\big(1-e^{-2\Gamma_ht}\big).$$

Without hops, $p=0$ for all time: colour is conserved, as total probability is. With any hops at all, the memory of the starting colour fades with a time constant $1/(2\Gamma_h)$, however fast the exchanges are.

The two results respond very differently to a mixture. Let 30% of all events be hops and 70% exchanges, with total rate $\Gamma$. Then $D=(0.3+1.4)\Gamma a^2/4=0.425\,\Gamma a^2$, still 1.7 times the pure hopping value. After a time $6/\Gamma$, however, $p=\tfrac12(1-e^{-3.6})=0.486$, and the colours are almost equally likely.

The same formulas cover an exchange in which the surface atom comes up in a side hollow, $(a,0)$ or $(0,a)$, instead of the diagonal one. Its displacement is that of a hop, so it belongs in $\Gamma_h$. If a fraction $q$ of exchanges end this way, equally often in each direction, the ratio to pure hopping at equal total rate falls from 2 to $q+2(1-q)=2-q$, and the confinement is lost.

## What each derivation assumes

Both are worked out for equal lengths within each mechanism and four equally likely directions, although for $\langle r^2\rangle$ alone it is enough that opposite directions be equally likely. The two derivations differ in what they require of time and memory.

The first needs the mean number of moves, $\langle K\rangle=\Gamma t$, and directions that are independent of one another and of the timing. The waiting times need not be exponentially distributed, but without that property $\langle K\rangle=\Gamma t$ holds in general only at long times, or when the clock starts at a random moment of a process that has long been running. It also shows where a correlation between moves would enter. It says nothing about the shape of the distribution of positions.

The second needs constant rates with no memory, which is a stronger demand. In return it gives every plane-wave average, and so the whole distribution, and it treats diffusion and colour as two points of one function: $\omega$ near $\mathbf k=0$ and $\omega$ at $(\pi,\pi)/a$.

Neither derivation asks how the displacement is produced. An adatom that passed straight over a surface atom to the diagonal hollow would give the same map of visited sites and the same $D$. If every move is recorded, a map confined to one colour therefore shows that single nearest-neighbour hops are absent or too rare to have been seen, and further evidence is needed to identify exchange.

## Capture at the steps of a terrace

In growth by step flow, an adatom matters through the time it takes to reach a step. Let the steps run along $x$ at rows $n=0$ and $n=N$, and let both capture every adatom that arrives. An exchange always changes the row by one; a hop does so half the time. The total rate of row changes is

$$\kappa=\Gamma_x+\tfrac12\Gamma_h=\frac{2D}{a^2},$$

with up and down equally likely. The mean capture time $\tau_n$ from row $n$ is the mean wait $1/\kappa$ plus the mean time from the next row:

$$\tau_n=\frac1\kappa+\tfrac12(\tau_{n+1}+\tau_{n-1}),\qquad \tau_0=\tau_N=0 .$$

The solution is $\tau_n=n(N-n)/\kappa$. To see this, note that

$$(n+1)(N-n-1)+(n-1)(N-n+1)=2n(N-n)-2,$$

so half the sum is smaller than $n(N-n)$ by one, as required. It is the only solution, because the difference of two solutions would be linear in $n$ and zero at both ends. For adatoms landing evenly on the $N-1$ interior rows, the sum $\sum n(N-n)=N(N-1)(N+1)/6$ gives

$$\bar\tau=\frac{N(N+1)}{6\kappa}=\frac{N(N+1)a^2}{12D}\;\approx\;\frac{L^2}{12D},\qquad L=Na,$$

the last form being for wide terraces. At equal event rate, exchange delivers adatoms to these steps, which run along $x$, in half the time. For $N=70$ the mean is 828 events by exchange and 1657 by hopping.

## An aluminium contact film

Epitaxial aluminium is used as a contact on semiconductors, and its (001) face is a square lattice on which first-principles calculations favour exchange. The inputs here are rough typical values: a cubic lattice constant of 0.405 nm, barriers of 0.25 eV for exchange and 0.50 eV for hopping, and a prefactor $\nu=10^{13}\ \mathrm{s^{-1}}$ in each direction. The hop length is $a=0.405/\sqrt2=0.286$ nm, and the exchange length is the lattice constant itself.

At 300 K, $k_BT=0.02585$ eV. The total rates, $4\nu e^{-E/k_BT}$, are

$$\Gamma_x=2.5\times10^{9}\ \mathrm{s^{-1}},\qquad \Gamma_h=1.6\times10^{5}\ \mathrm{s^{-1}} .$$

With $a=2.86\times10^{-8}$ cm, the exchange diffusivity is

$$D_{\rm ex}=\tfrac12(2.5\times10^{9})(2.86\times10^{-8})^2=1.0\times10^{-6}\ \mathrm{cm^2/s}.$$

Hopping at the same event rate would give $5.2\times10^{-7}\ \mathrm{cm^2/s}$, half as much. Hopping at its own thermal rate gives $3.3\times10^{-11}\ \mathrm{cm^2/s}$. The thermal ratio is about $3\times10^4$: a factor of 2 from the length of the move, and the rest from the lower barrier.

On a terrace of 70 rows, 20 nm wide, the mean capture time is $828/(2.5\times10^9\ \mathrm{s^{-1}})=3.3\times10^{-7}$ s. Hops occur at rate $\Gamma_h$ while the adatom is on the terrace, so their mean number before capture is $\Gamma_h\bar\tau=0.05$. The probability of one or more hops cannot exceed this mean number, so more than 94% of adatoms reach a step without a single hop. With these barriers, and if the hop is the only move that changes colour, they keep to one colour.

At 500 K, with the same barriers, the mean capture time falls to 6.8 ns, but the colour memory time $1/(2\Gamma_h)$ falls further, to 1.4 ns. The mean number of hops before capture is 2.5. Only about 35% of adatoms, mostly those landing near a step, arrive without a hop, and the confinement no longer describes a typical adatom. The diffusivity hardly notices. Hops add a fraction $\Gamma_h/(2\Gamma_x)$ to $D$, and with $\Gamma_h/\Gamma_x=0.003$ this is about 0.15%. The sublattice rule is the fragile half of the result: it fails once a single hop is likely, whereas, for moves without memory, hops and side exchanges erode the factor of two only when they are a sizeable share of all events.

How far can these numbers be trusted for a real film? The barriers matter most. An error of 0.05 eV in the exchange barrier changes $\Gamma_x$, and with it $D_{\rm ex}$, by a factor of 7 at 300 K. The number of hops before capture is as sensitive to the gap between the two barriers. A gap smaller by 0.05 eV raises it from 0.05 to 0.36, with a quarter of adatoms hopping at least once, and a gap smaller by 0.10 eV raises it to 2.5, so the confinement at 300 K is only as secure as that gap. Tunnelling is a smaller matter: the leading correction to a thermal rate, $1+(h\nu/k_BT)^2/24$, is 1.11 if the frequency at the barrier top is taken equal to $\nu$. Neither changes the ratio at equal event rate. The adatom rests for about 4000 periods $1/\nu$ between exchanges, which makes loss of memory plausible without proving it. At a deposition flux of 0.1 monolayer per second, the number of new atoms landing on a $70\times70$ patch during one capture time is $0.1\times4900\times3.3\times10^{-7}=1.6\times10^{-4}$, so new arrivals rarely disturb the adatom; islands already present would shorten its life.

Real steps may not capture from both sides. If one step reflects adatoms completely, the terrace acts as half of a terrace twice as wide, by mirror symmetry, and for wide terraces $\bar\tau$ becomes $(2L)^2/(12D)=L^2/(3D)$. That is four times longer, about $1.3\times10^{-6}$ s here, with about 0.2 hops before capture.

The semiconductor under the film is a different case. The (001) surfaces of silicon and gallium arsenide reconstruct into rows of dimers, and their adsorption sites are neither all equivalent nor joined by four equal moves. The checkerboard rule and the factor of two were derived here for equivalent sites on a square lattice, and they cannot be carried over to such surfaces without a new count of sites and rates.
